# Reflection Conditions of Pca2₁ from Its Two Glide Planes

## What symmetry fixes in advance

A glide plane combines a mirror with half a lattice translation. Applied twice, it undoes the mirror and leaves one whole translation. This already restricts its effect on a diffracted amplitude.

Take a reflection whose wave vector lies in the glide plane, so that the mirror part leaves the wave vector unchanged. If the crystal is invariant under the glide, the amplitude $F$ must satisfy $F=\eta F$, where $\eta$ is a phase factor. Two applications give $\eta^2$, the phase of a full lattice translation, which is 1 for integer indices. Hence $\eta=+1$ or $\eta=-1$. The first value imposes nothing; the second forces $F=0$. For a half translation along one cell axis, as in both glides here, $\eta$ depends on one index only. The answer must therefore be a parity rule on that index, in one plane of reciprocal space. It remains to find the plane and the index for each glide.

In the standard setting of Pca2₁ the polar axis is $c$. The first letter after P denotes a $c$-glide normal to $a$, the second an $a$-glide normal to $b$. In fractional coordinates,

$$
g_c:(x,y,z)\to(\tfrac12-x,\;y,\;z+\tfrac12),
$$
$$
g_a:(x,y,z)\to(x+\tfrac12,\;-y,\;z).
$$

Applying $g_a$ and then $g_c$ gives

$$
(x,y,z)\to(x+\tfrac12,-y,z)\to(-x,-y,z+\tfrac12),
$$

which is the twofold screw axis named last in the symbol. It is a product of the glides, not an independent requirement.

The result to be derived is

$$
F(0kl)=0\ \text{for odd } l,\qquad F(h0l)=0\ \text{for odd } h .
$$

An even index is necessary for a reflection in these zones, but not sufficient: an allowed amplitude may be small or vanish for particular atomic positions.

## First derivation: invariance of the density

Kinematical diffraction means single scattering. The amplitude per unit cell, in electrons, is then a Fourier coefficient of the electron density $\rho$:

$$
F(hkl)=V\int_{\rm cell}\rho(x,y,z)\,
e^{2\pi i(hx+ky+lz)}\,dx\,dy\,dz ,
$$

where $V$ is the cell volume. The opposite sign convention in the exponent would not alter any factor $\pm1$ below.

For the $c$-glide, name the integration variables $x',y',z'$ and substitute

$$
x'=\tfrac12-x,\qquad y'=y,\qquad z'=z+\tfrac12 .
$$

The Jacobian has magnitude 1. The substitution moves the integration region to another complete cell, but for integer $h,k,l$ the integrand is periodic, so the original cell may be restored. Invariance means $\rho(x',y',z')=\rho(x,y,z)$. Therefore

$$
\begin{aligned}
F(hkl)&=V\int\rho(x,y,z)\,
e^{2\pi i[h(1/2-x)+ky+l(z+1/2)]}\,dx\,dy\,dz\\
&=e^{\pi i(h+l)}\,V\int\rho\,
e^{2\pi i(-hx+ky+lz)}\,dx\,dy\,dz\\
&=(-1)^{h+l}F(-h,k,l).
\end{aligned}
$$

For most reflections this relates two different amplitudes and forbids neither. At $h=0$ both sides contain the same amplitude:

$$
F(0kl)=(-1)^lF(0kl)
\quad\Longrightarrow\quad
[1-(-1)^l]F(0kl)=0 .
$$

For odd $l$ the bracket is 2, so $F(0kl)=0$. For even $l$ it is 0, and $F$ is unrestricted by this glide.

For the $a$-glide the substitution is $x'=x+\tfrac12$, $y'=-y$, $z'=z$. The same reasoning gives

$$
\begin{aligned}
F(hkl)&=V\int\rho(x,y,z)\,
e^{2\pi i[h(x+1/2)-ky+lz]}\,dx\,dy\,dz\\
&=(-1)^hF(h,-k,l).
\end{aligned}
$$

At $k=0$ this becomes $[1-(-1)^h]F(h0l)=0$, so $F(h0l)=0$ for odd $h$.

The first rule has a simple picture in real space. Setting $h=0$ integrates the density over $x$, leaving the projection $P(y,z)=\int_0^1\rho\,dx$. The mirror part of $g_c$ disappears in this integral, while the half translation remains: $P(y,z+\tfrac12)=P(y,z)$. The projected crystal repeats every $c/2$, so its Fourier series contains even $l$ alone. Projection along $b$ likewise gives a repeat of $a/2$.

The choice of origin does not matter. If the $c$-glide plane lies at $x=x_0$, then $x'=2x_0-x$, and the phase factor becomes $e^{4\pi ihx_0}(-1)^l$. The part containing $x_0$ is 1 at $h=0$. The same happens for the other glide at $k=0$.

Two axial rules follow. Setting $k=0$ in the first condition shows that $00l$ needs even $l$. Setting $l=0$ in the second shows that $h00$ needs even $h$.

## Second derivation: interference of four atoms

Now describe the crystal as atoms with scattering factors $f$. The symmetry makes four copies of an atom at $(x,y,z)$:

$$
(x,y,z),\quad(-x,-y,z+\tfrac12),
$$
$$
(x+\tfrac12,-y,z),\quad(\tfrac12-x,y,z+\tfrac12).
$$

Write $E(u)=e^{2\pi iu}$. If the four copies have the same $f$, their joint amplitude is

$$
\begin{aligned}
F_4(hkl)=f\,E(lz)\big[&E(hx+ky)+(-1)^lE(-hx-ky)\\
&+(-1)^hE(hx-ky)\\
&+(-1)^{h+l}E(-hx+ky)\big].
\end{aligned}
$$

Each sign comes from a half translation, since $E(l/2)=(-1)^l$ and $E(h/2)=(-1)^h$.

At $h=0$, collect the first term with the fourth and the third with the second:

$$
\begin{aligned}
F_4(0kl)&=fE(lz)[1+(-1)^l][E(ky)+E(-ky)]\\
&=2f[1+(-1)^l]\cos(2\pi ky)\,E(lz).
\end{aligned}
$$

At $k=0$, collect the first with the third and the second with the fourth:

$$
F_4(h0l)=f[1+(-1)^h]E(lz)
\left[E(hx)+(-1)^lE(-hx)\right].
$$

The leading brackets vanish for odd $l$ and odd $h$ respectively. Every other atom in the cell belongs to a similar set of four, so the sum over sets vanishes too.

This form also shows how strong an allowed reflection can be. For even $l$, $F_4(0kl)=4f\cos(2\pi ky)E(lz)$. For even $h$, $F_4(h0l)$ equals $4f\cos(2\pi hx)E(lz)$ when $l$ is even and $4if\sin(2\pi hx)E(lz)$ when $l$ is odd. An atom at $x=0$ therefore contributes nothing to $201$, although the glides allow that reflection.

It also shows that there are no further general conditions. If $h$ and $k$ are both nonzero, the four exponentials in $F_4(hkl)$ are different functions of $x$ and $y$; they cannot cancel for all positions. In the two special zones, the expressions just found are nonzero at general positions when every parity rule that applies is satisfied; for $00l$, which lies in both zones, this means even $l$. In particular, $0k0$ has no parity condition.

## What the two derivations assume

The first derivation needs a periodic scalar density invariant under both glides. It does not need separate atoms, spherical atoms or a real density. Bonding charge and thermal smearing are included if they respect the symmetry. If the scattering depends on polarization relative to an atom's surroundings, a scalar $\rho$ is insufficient and this proof does not apply.

The second derivation, as written, also assumes that the four copies share one $f$ for the given wave vector. This holds for spherical atoms. For nonspherical atoms the cancellation survives in pairs: at $h=0$ the $c$-glide joins copies one and four, and copies three and two. Its mirror part leaves the wave vector unchanged, so the members of each pair have equal $f$. The same argument applies to the $a$-glide at $k=0$. In return for its more detailed description, the second route gives the sizes of allowed amplitudes.

Both statements were tested on generic cases. A random complex density, symmetrized on an $8\times8\times8$ grid, had forbidden amplitudes no larger than $9.9\times10^{-17}$ in its arbitrary unit. A random structure with four independent sites and complex $f$ had 72 zeros among the 729 triples with indices from $-4$ to $4$. The rules predict this number: four odd values of $l$ times nine of $k$ give 36, four odd values of $h$ times nine of $l$ give another 36, and the sets do not overlap.

The absences do not prove that a crystal is polar. Add the mirror $(x,y,z)\to(x,y,-z)$, which gives the nonpolar group Pcam. The mirror requires $F(hkl)=F(hk,-l)$, with no minus sign that could create a new absence. A random Pcam structure gave the same 72 zeros. Intensities or another measurement must distinguish the two groups.

## A cell in the regime of ferroelectric hafnia

Take $a=5.2$, $b=5.0$ and $c=5.1$ Å, with one independent Hf site and two O sites:

- Hf: $(0.03,\,0.27,\,0.00)$
- O1: $(0.36,\,0.07,\,-0.14)$
- O2: $(0.23,\,0.54,\,0.25)$

These are rough, rounded values. They give O1 three Hf neighbours and O2 four, at 2.04 to 2.24 Å.

Each atom is modelled as a nucleus of charge $Z$ with electron density $Ze^{-r/R}/(4\pi R^2r)$, where $R=Z^{-1/3}$ in atomic units. For wave-vector transfer $q$, its scattering factor is

$$
f=\frac{Z}{R^2q}\int_0^\infty e^{-r/R}\sin(qr)\,dr
=\frac{Z}{1+q^2R^2}.
$$

The last step uses $\int_0^\infty e^{-r/R}\sin(qr)\,dr=q/(q^2+R^{-2})$. The model omits shell structure, bonding, ionic charge and resonant scattering. The last changes $f_{\rm Hf}$ by several electrons for the 8000 eV X-rays used below, which lie not far below the L absorption edges of Hf. The X-ray amplitudes are therefore approximate, while the absences do not depend on the value of $f$.

For $010$, $q=2\pi/b=0.665$ in atomic units, which gives $f_{\rm Hf}=70.2$ and $f_{\rm O}=7.20$. With $h=l=0$ the atomic formula becomes

$$
\begin{aligned}
F(010)&=4(70.2)\cos(2\pi\cdot0.27)\\
&\quad+4(7.20)[\cos(2\pi\cdot0.07)+\cos(2\pi\cdot0.54)]\\
&\approx-35.2-1.8=-37.0 .
\end{aligned}
$$

Thus $|F(010)|=37.0$ electrons for these model numbers. The Hf cosine is near a node, so changing the rounded Hf coordinate $y$ by $\pm0.005$ moves this value between 28 and 46 electrons. For $001$ the signs of the four copies are $+,-,+,-$ with a common phase, so the sum is zero. For $100$ the first copy cancels the third and the second cancels the fourth. The allowed reflections $002$ and $200$ have amplitudes of 237 and 218 electrons in the model. Tabulated atomic scattering factors lower them by about 8%, and with the resonant terms of Hf the total reduction is about 18%.

## When a forbidden reflection can appear

**Broken symmetry.** Shift one of the four Hf atoms by $u=0.05$ Å along $a$, identically in every cell. The other contributions to $100$ still cancel against the original position, leaving

$$
|F(100)|=f_{\rm Hf}|e^{2\pi iu/a}-1|
=2f_{\rm Hf}\sin(\pi u/a)=4.25\ \text{electrons}.
$$

This is 11% of the model $010$ amplitude, or 1.3% of its squared amplitude; the rounding of the Hf coordinate $y$ allows 9 to 15% for the first figure. Thermal motion that respects the glides behaves differently. With a rough rms displacement of $\sigma=0.08$ Å along the wave vector at 300 K, the same for every atom, Gaussian averaging multiplies the $111$ amplitude by $e^{-q^2\sigma^2/2}=0.986$ and leaves the forbidden zeros intact.

**Multiple scattering of X-rays.** Consider a layer of thickness $t$, with $t/V$ cells per unit area. Summing their spherical waves over rings of radius $\rho_s$ at distance $r=\sqrt{z^2+\rho_s^2}$ uses $\rho_s\,d\rho_s=r\,dr$:

$$
\frac{t}{V}r_e|F|\int_z^\infty\frac{e^{ikr}}{r}\,2\pi r\,dr
=i\lambda\frac{t}{V}r_e|F|e^{ikz}.
$$

Here $r_e$ is the classical electron radius, $k=2\pi/\lambda$, and a smooth cutoff removes the distant end of the integral. Obliquity and polarization are left out. For $t=100$ Å (10 nm), 8000 eV X-rays and the strongest reflection, $111$ with $|F|=257$, the relative amplitude is $8.5\times10^{-3}$. Two such events have an amplitude scale of $7.2\times10^{-5}$. For comparison, single scattering into $010$ has amplitude $8.5\times10^{-3}\times37.0/257=1.2\times10^{-3}$. The omitted obliquity is not small for a film measured in symmetric reflection: the factor $1/\sin\theta$ is 3.8 for $111$ and 6.5 for $010$, which gives $3.2\times10^{-2}$ and $7.9\times10^{-3}$ and raises the ratio of the double-scattering scale to the $010$ amplitude from 6% to 13%. Single scattering is thus a fair approximation for the allowed reflections, though the double-scattering value is a scale and not a bound. It is not negligible beside a very weak signal: without obliquity, the 4.25-electron $100$ found above has amplitude $1.4\times10^{-4}$, only twice that scale.

**Multiple scattering of electrons.** At 200000 eV the interaction is much stronger. In atomic units the wave obeys $(\nabla^2+k^2)\psi=2\gamma U\psi$, where $\gamma$ is the relativistic mass factor and $U$ is the potential energy, here the sum of $-Ze^{-r/R}/r$ over the atoms. Write $\psi=\sum_{\mathbf g}\phi_{\mathbf g}(z)e^{i(\mathbf k+\mathbf g)\cdot\mathbf r}$, with $\mathbf g$ running over the $hk0$ beams, and let $U_{\mathbf g}$ be the Fourier coefficients of $U$. Matching exponentials gives

$$
\phi_{\mathbf g}''+2ik_z\phi_{\mathbf g}'
=(2\mathbf k\cdot\mathbf g+g^2)\phi_{\mathbf g}
+2\gamma\sum_{\mathbf g'}U_{\mathbf g-\mathbf g'}\phi_{\mathbf g'} .
$$

The sum feeds one diffracted beam into another. The calculation neglects other reciprocal layers, absorption, backscattering and thermal motion.

If the incident beam lies in the $a$-glide plane, $k_y=0$, the glide multiplies the incident wave by a constant phase. Relative to that phase, beam $hk0$ acquires $(-1)^h$ and changes into $h,-k,0$. Hence $\phi_{hk}=(-1)^h\phi_{h,-k}$, and $100$ stays dark even with multiple scattering. The computed intensity at a 3 mrad tilt in this plane, $6.5\times10^{-30}$ of the incident beam, is zero within rounding.

A tilt out of the plane generally removes this protection. An exception in this zero-layer model is the exact Bragg condition of $100$, where the reflection stays dark; with the other reciprocal layers included it carries about $2\times10^{-6}$ of the incident intensity there. With the tilt purely along $b$, at 20 mrad and again for a thickness of 100 Å, $100$ carries $1.6\times10^{-4}$ of the incident intensity, against roughly $2\times10^{-3}$ for the allowed $010$. The $100$ value is the largest in a scan from 0 to 20 mrad, but it lies at the end of the range, so it does not locate a maximum; a tilt of 8 mrad along $a$ and 6 mrad along $b$ gives about $9\times10^{-4}$. Only its order of magnitude is meaningful: including the other reciprocal layers, for a slab that starts at $z=0$, lowers it to about $1.0\times10^{-4}$. That value ranges up to $1.4\times10^{-4}$ for other starting planes and from 0.8 to $1.5\times10^{-4}$ for thicknesses of 95 to 105 Å. The model atom also makes the $010$ electron scattering factor of Hf about 2.3 times too small; tabulated atomic factors give about $2\times10^{-4}$ for $100$ and $4.5\times10^{-3}$ for $010$ in the zero-layer calculation. When the beams outside the $h00$ row are removed, $100$ is dark again: detours through them cause the intensity.

**Small grains.** The spacings of forbidden $100$ and allowed $010$ are 5.2 and 5.0 Å (0.52 and 0.50 nm). Their separation in $1/d$ is $1/5.0-1/5.2=0.0077$ Å$^{-1}$. A row of 20 cells along $b$, 100 Å long, gives a peak with full width at half maximum of $0.0089$ Å$^{-1}$, which is 1.15 times the separation.

The length of 10 nm serves as an example of a thin film or a small grain, and the cell and atomic model are approximate. A real film may be polycrystalline and contain several phases, which breaks the assumption of one large, perfect crystal. For the row of 20 cells, broadening alone leaves about 8% of the $010$ peak intensity at the position where $100$ should be absent, and two equally strong peaks at this separation would merge into one. The forbidden $001$, at 5.1 Å, lies closer still and receives about 59%. With the cell fixed and size broadening alone, the width falls to the separation at about 115 Å; clear resolution needs larger grains. In a powder pattern from the smaller grains, a weak $100$ peak would therefore be hidden under $010$, and a strong one would show only as a shift and broadening of the merged peak. Seeing no separate $100$ peak does not establish the $h00$ condition, although the condition itself still holds within the model. The numerical output lists the remaining spacings and amplitudes.

## Computed values

```
cell a, b, c (angstrom): 5.2 5.0 5.1
cell volume: 132.60 angstrom^3
Hf: Z=72, fractional x,y,z = 0.03 0.27 0.0
O1: Z=8, fractional x,y,z = 0.36 0.07 -0.14
O2: Z=8, fractional x,y,z = 0.23 0.54 0.25
O1: 3 Hf neighbours, 2.04 to 2.17 angstrom
O2: 4 Hf neighbours, 2.09 to 2.24 angstrom
largest forbidden |F|, random density: 9.9e-17 (arb. unit)
zeros among 729 index triples, Pca21 and Pcam: 72 72
hkl, spacing (angstrom), |F| (electrons), rule
010 5.000 37.03 allowed
001 5.100 0.00 forbidden
011 3.570 0.00 forbidden
002 2.550 236.61 allowed
012 2.272 24.13 allowed
100 5.200 0.00 forbidden
101 3.641 0.00 forbidden
102 2.290 0.00 forbidden
200 2.600 218.40 allowed
201 2.316 84.24 allowed
110 3.604 53.18 allowed
111 2.943 257.23 allowed
one Hf shifted by 0.05 angstrom along a: |F(100)| = 4.25 electrons
film thickness or grain size: 100 angstrom = 10 nm
peak width in 1/d: 0.00887 1/angstrom
separation of 010 and 100 in 1/d: 0.00769 1/angstrom
width / separation: 1.15
X-ray energy 8000 eV, wavelength 1.5498 angstrom
strongest reflection: 111 with |F| = 257.2 electrons
X-ray single-scattering amplitude: 8.47e-03
its square, scale of double-scattering amplitude: 7.2e-05
rough rms displacement at 300 K: 0.08 angstrom
thermal amplitude factor, strongest reflection: 0.9855
electron energy 200000 eV, wavelength 0.02508 angstrom
electron 100 intensity / incident, 3 mrad in glide plane: 6.5e-30
largest 100 intensity / incident, tilts to 20 mrad: 1.60e-04
tilt out of glide plane at that value: 20 mrad
allowed 010 intensity / incident at same tilt: 1.77e-03
change of 100 intensity with more beams: 1.30 percent
```
